Stable surface-potential gain from a negative-capacitance gate layer

**Question**

I am trying to understand a gate stack in which a layer with linear negative capacitance sits directly on a semiconductor. The gate is driven by a voltage source. Treating the stack as a capacitive divider, I find that the surface potential can change by more than the gate voltage does. The formula also has a pole, and beyond the pole the gain is negative.

What confuses me is stability. A negative capacitor connected to a voltage source should run away, yet here it is supposed to sit quietly in series with an ordinary positive capacitance. Does the semiconductor have to be the larger capacitance, to "outweigh" the layer, or the smaller one? Is there a range that is stable but has no gain, or one that has gain but is unstable? And does the answer survive when the semiconductor capacitance depends on bias, as it does in silicon?

**Answer**

Write the gain and the stability condition in terms of the same charge. The comparison then settles itself, including which capacitance has to be smaller.

**Charge and signs**

Let Q be the charge per area on the gate, V the gate voltage measured from flat band, and ψ the surface potential, meaning the potential at the semiconductor surface relative to its neutral interior. Assume for now that everything is laterally uniform, that nothing leaks, and that no trapped charge sits between layer and semiconductor. The electric displacement is then continuous across that interface, so the same Q charges both elements.

With |C_F| the magnitude of the layer capacitance per area, the layer voltage is

V_F = −Q/|C_F|.

The semiconductor has the differential capacitance

C_S = dQ/dψ > 0.

The two voltages add up to the applied one:

V = ψ + V_F = ψ − Q/|C_F|.

For positive Q the layer voltage is negative, so ψ is larger than V. That is the source of the gain.

**The gain**

Differentiate the voltage balance with respect to ψ, using dQ/dψ = C_S:

dV/dψ = 1 − C_S/|C_F|.

The gain is the reciprocal:

A = dψ/dV = 1/(1 − C_S/|C_F|).

For A to exceed one, the denominator must lie between zero and one. It is below one because C_S is positive. It is above zero if C_S < |C_F|. So, from the divider alone,

A > 1 if and only if 0 < C_S < |C_F|.

For C_S > |C_F| the slope dψ/dV is negative. The divider formula cannot say whether such a state could be held, because it assumes equilibrium from the start.

**The stability**

Let the source charge the stack through a resistance R (resistance times area). The voltage left over for the resistor drives the current:

R dQ/dt = V − ψ(Q) + Q/|C_F|.

At equilibrium the right side vanishes. Displace the charge by a small δ at fixed V. The semiconductor voltage then changes by δ/C_S and the layer voltage by −δ/|C_F|, so

R dδ/dt = −(1/C_S − 1/|C_F|) δ.

The displacement decays if the bracket is positive:

1/C_S > 1/|C_F|, which means C_S < |C_F|.

The semiconductor must therefore be the smaller capacitance. In a series connection the quantities that add are the reciprocals, the voltages per unit charge. A small C_S answers extra charge with a large opposing voltage, and this has to beat the layer's voltage, which pulls still more charge in.

The same condition follows from energy. Add the energy stored in the two elements and subtract the work done by the source:

G(Q) = ∫₀^Q ψ dQ′ − Q²/(2|C_F|) − QV.

Its first derivative is

G′ = ψ − Q/|C_F| − V,

which vanishes at the voltage balance found above. Its second derivative is

G″ = dψ/dQ − 1/|C_F| = 1/C_S − 1/|C_F|.

A stable state is a minimum, with G″ > 0. Multiplying by C_S gives C_S G″ = 1 − C_S/|C_F|, which is the denominator of the gain. Hence

A = 1/(C_S G″).

With C_S > 0, a positive G″ makes A positive, and the divider result then makes it larger than one. Conversely, A > 1 requires G″ > 0. For this stack the answer to your question is one condition:

0 < C_S < |C_F|.

There is no stable range without gain, and no unstable range with A > 1.

**The limits**

As C_S → 0, A → 1: little charge flows, so the layer hardly acts. As C_S approaches |C_F| from below, the gain grows without bound, but the restoring force fades at the same rate. The relaxation time from the equation for δ is

τ = R/(1/C_S − 1/|C_F|) = R C_S A,

so a larger gain at given R and C_S means a slower return to equilibrium.

At C_S = |C_F| with constant C_S, the two charge-dependent voltages cancel and R dQ/dt = V. The charge grows steadily for any V ≠ 0. For C_S > |C_F| an equilibrium with negative gain exists on paper, but any displacement from it grows. The limit C_S → ∞ is your bare negative capacitor on a voltage source: G″ = −1/|C_F|, and it runs away.

There is also a price in reproducibility. Put r = C_S/|C_F|. At fixed C_S, a small relative change of |C_F| changes r by the opposite relative amount, so

dA/A = dr/(1 − r) = −[r/(1 − r)] d|C_F|/|C_F| = −(A − 1) d|C_F|/|C_F|.

At a gain of 2 a small relative error in |C_F| passes fully into the gain; at a gain of 11 it is multiplied by ten.

**When C_S depends on bias**

If C_S is constant, G is a parabola, and its minimum is the lowest state overall. If C_S varies, the derivation still holds with the differential C_S at the operating point, but it then concerns small displacements. A state can pass this local test and still have lower energy available elsewhere.

For p-type silicon, C_S follows from Poisson's equation. Let φ(x) be the potential at depth x, N_A the acceptor density, v = kT/q the thermal voltage, and n₀ = n_i²/N_A the electron density in the neutral interior. With Boltzmann statistics, and with the electrons in equilibrium with the neutral interior (no drain voltage, and a gate slow enough for them to follow),

φ″ = (q/ε_s)[N_A(1 − e^(−φ/v)) + n₀(e^(φ/v) − 1)].

Multiply by φ′, which turns the left side into the derivative of φ′²/2, and integrate from the interior, where φ and φ′ vanish, to the surface. Gauss's law gives Q = ε_s|φ′| there, so for ψ > 0

Q² = 2ε_s q {N_A[ψ + v(e^(−ψ/v) − 1)] + n₀[v(e^(ψ/v) − 1) − ψ]}.

**Numbers for a silicon channel**

Take 300 K (v = 25.85 mV), N_A = 3×10¹⁸ cm⁻³, n_i ≈ 10¹⁰ cm⁻³, and a 10 nm layer with |C_F| = 6 µF/cm². At ψ = 0.7 V the hole exponential and the electron term are negligible, which leaves the depletion charge

Q = √[2ε_s q N_A(ψ − v)] = 0.819 µC/cm².

Differentiating the square root gives

C_S = Q/[2(ψ − v)] = 0.8194/(2 × 0.6741) = 0.608 µF/cm².

This is well below |C_F|, so the state is locally stable. The remaining values are

V_F = −0.8194/6 = −0.137 V
V = 0.700 − 0.137 = 0.563 V
A = 1/(1 − 0.1013) = 1.113.

As a separate check, the free energy was minimized numerically at gate voltages 10 mV above and below this one. The shift of the minimum also gives a gain of 1.113.

A gate step of 50 mV should raise ψ by 1.1127 × 50 = 55.6 mV. Solving the full voltage balance gives 55.5 mV, so the change of C_S over this step matters little.

The electron density at the surface varies as e^(ψ/v), so a factor of ten needs v ln 10 = 59.5 mV of surface potential. The gate has to supply 59.53/1.1127 = 53.5 mV. This refers to surface density; a transistor's current also depends on how the electrons are spread in depth and how they move.

The gain is not uniform along the bias range:

ψ = 0.1 V: C_S = 1.79 µF/cm², A = 1.42
ψ = 0.3 V: C_S = 0.95 µF/cm², A = 1.19
ψ = 0.7 V: C_S = 0.61 µF/cm², A = 1.11
ψ = 1.0 V: C_S = 0.85 µF/cm², A = 1.17

In depletion C_S falls as Q grows, since C_S = ε_s q N_A/Q there. The rise at 1.0 V comes from the electron term. The gain is thus smallest in the part of the range where a transistor is being switched.

**Where stability ends**

The electron term grows exponentially, so C_S eventually reaches |C_F|. Here that happens at ψ = 1.076 V and V = 0.880 V. Since dV/dψ = 1 − C_S/|C_F| changes sign there, V(ψ) has a maximum. Raise the gate above 0.880 V and no neighbouring equilibrium remains: the charge jumps.

There is a second limit on the accumulation side. For ψ < 0 the same expression for Q² holds, with Q negative, and the hole exponential makes C_S grow. At flat band C_S is already √(ε_s q N_A/v) = 4.39 µF/cm², and it reaches |C_F| at ψ = −0.023 V and V = −0.003 V. In this linear model the uniform stack therefore has a locally stable state only between about −0.003 V and 0.880 V. A gate a few millivolts below flat band already sets off a jump towards negative charge.

Even the state at ψ = 0.7 V is metastable if the layer is taken as linear without limit. At large Q, ψ grows roughly as ln Q, so the semiconductor energy rises more slowly than Q² and the layer's −Q²/(2|C_F|) wins. At the same gate voltage the barrier top lies at ψ = 1.168 V, about 0.51 µJ/cm² above the working state. Boltzmann statistics are poor at such high electron densities, so this height belongs to the model. In a real ferroelectric, higher-order terms stiffen the layer and would end the runaway at a finite charge. Take E = −|a|P + bP³ (introduced below) with a remanent polarization of roughly 15 µC/cm². At V = 0.563 V the high-charge state then has Q ≈ 9 µC/cm² and lies about 0.45 µJ/cm² above the working state, and with degenerate electrons it does not exist at all. The metastability towards positive charge at this bias therefore comes from the unlimited linear layer. At the upper limit the jump ends near 12.5 µC/cm² with Boltzmann statistics, near 9.6 µC/cm² with degenerate electrons, and near 6 µC/cm² with quantized electrons. These correspond to silicon surface fields of roughly 12, 9 and 5.5 MV/cm. The model therefore shows how the stable state is lost, but only roughly at what voltage, and not where a real device would end up.

**An oxide between layer and semiconductor**

A positive interlayer C_ox separates the two conditions you asked about. It carries the same Q, so

V = ψ + Q/C_ox − Q/|C_F|
A = 1/[1 + C_S(1/C_ox − 1/|C_F|)].

Gain above one now needs a denominator between zero and one. It is below one if 1/C_ox < 1/|C_F|, or |C_F| < C_ox. It is positive exactly when the stack is stable, because it equals C_S times the sum of the reciprocal capacitances. Stability needs

1/C_S + 1/C_ox > 1/|C_F|.

Taking reciprocals and combining the two conditions gives a window:

C_S C_ox/(C_S + C_ox) < |C_F| < C_ox.

Above the window the stack is stable but has A < 1; at the upper edge A = 1. Below the window it is unstable. As C_ox → ∞ the window returns to C_S < |C_F|.

For 0.8 nm of silicon dioxide with relative permittivity 3.9, C_ox = 4.32 µF/cm². At the same ψ,

A = 1/[1 + 0.6077 × (1/4.316 − 1/6)] = 0.962.

The stack is stable, but the gain has gone. With |C_F| held at 6 µF/cm², the oxide must be thinner than ε_ox/|C_F| = 0.58 nm for any gain above one.

**Does the layer stay uniform?**

So far each part of the layer was assumed to carry the same charge. Suppose first that a floating metal plate separates layer and semiconductor. Divide the layer into two equal patches with charges per area Q + s and Q − s. The plate redistributes charge, so the semiconductor sees the mean, Q, and its energy does not change. The layer energy per total area changes by

−[(Q + s)² + (Q − s)²]/(4|C_F|) + Q²/(2|C_F|) = −s²/(2|C_F|).

This is negative for any C_S. Within the linear model without lateral coupling in the layer, an internal plate therefore destroys the stability.

Without the plate, uneven polarization creates fields that oppose it, but less strongly at short wavelengths. Split the displacement in the layer into a background part and a polarization P, with E = −|a|P:

D = ε_b E + P = (ε_b − 1/|a|)E.

Dividing by the thickness t and writing C_b = ε_b/t gives −|C_F| = C_b − 1/(|a|t), hence

|a| = 1/[t(|C_F| + C_b)].

Now add a ripple p cos(kx) to P, perpendicular to the layer and uniform across its thickness. It places bound charge p cos(kx) at the semiconductor interface. Treat the gate and the far edge of the depletion region, at depth W = ε_s/C_S, as grounded planes. The potential then varies as a hyperbolic sine towards each plane, and the jump of displacement at the interface fixes its amplitude:

φ_k = p/{k[ε_b coth(kt) + ε_s coth(kW)]}.

The mean opposing field in the layer is φ_k/t. Let an energy density (g/2)(dP/dx)² penalize lateral variation; it adds an opposing term gk²p. The ripple decays if the opposing terms exceed the driving term |a|p. Multiplied by t/p, this reads

−|a|t + 1/{k[ε_b coth(kt) + ε_s coth(kW)]} + gk²t > 0.

For k → 0 the middle term becomes 1/(C_b + C_S), and the condition reduces to C_S < |C_F|. At large k it falls as 1/k, and the gradient term has to take over.

With a background relative permittivity of 25, the example needs √(g/|a|) of at least 1.5 nm. Among ripples uniform across the thickness, the most dangerous has a period of about 17 nm. Since ripples that vary across the thickness were not considered, 1.5 nm is a necessary minimum and does not guarantee stability. Letting p vary across the thickness, with the same g in both directions, raises the requirement to about 1.9 nm at a period of about 19 nm. The length √(g/|a|) also sets the width of a domain wall. If a cubic term is added to E = −|a|P, the polarization across a wall follows a hyperbolic tangent with a full width of 2√2 √(g/|a|). A length of 1.5 nm would thus mean walls about 4 nm wide, whereas walls between regions of opposite polarization are thought to be roughly 1 nm wide or less. A layer with these parameters may therefore split into domains although C_S is ten times smaller than |C_F|.

**How this compares with real devices**

The chosen |C_F| and thickness are in the rough regime inferred for doped hafnium oxide ferroelectrics, and the channel doping is on the high side. Silicon gate stacks with such oxides usually contain a thin silicon dioxide interlayer. Of the effects whose gain was computed here, this one changes it most, from 1.113 to 0.962 for 0.8 nm. Domain formation may remove the uniform state altogether. Leakage also matters: once charge collects at the interface, the two elements no longer carry the same Q.

The other corrections are smaller at ψ = 0.7 V:

– Reducing |C_F| by 10 percent raises the gain to 1.127.
– With the layer and the silicon band gap (1.12 eV) held fixed, heating to 358 K leaves the gain at 1.113 but lowers the upper stability limit to V = 0.852 V. The narrowing of the gap with temperature lowers this limit further, to about 0.837 V.
– Electron degeneracy moves the 300 K limit from ψ = 1.076 V to 1.090 V.
– If the inversion charge sits about 1 nm below the surface, C_S cannot exceed about 10 µF/cm². This ceiling is still above |C_F|, so it does not by itself prevent the instability, but it delays it. Quantizing the electrons in a (100) inversion layer (effective masses, hard wall at the interface) moves the upper limit to about ψ = 1.27 V and V = 1.02 V. A fixed 1 nm offset combined with degeneracy and the cubic term of the next item removes the jump altogether.
– If the layer follows E = −|a|P + bP³ with a remanent polarization of roughly 15 µC/cm², the working polarization of 1.12 µC/cm² reduces the slope |dE/dP| by about 2 percent.

The layer field is modest, −0.14 MV/cm. The silicon surface field is 0.79 MV/cm, high enough that tunnelling and breakdown would need a separate check in a device. Most of these values are in the numerical output below.

So, if the layer sits directly on the semiconductor, make the semiconductor the smaller capacitance at every bias you intend to use. If there is an interlayer, check both edges of the window instead. In either case, treat lateral uniformity as a further condition.

Calculated quantities

```
Temperature: 300 K; thermal voltage: 25.85 mV
Acceptor density: 3.0e+18 cm^-3
Intrinsic density, rough: 1.0e+10 cm^-3
Silicon relative permittivity: 11.7
Layer thickness: 10.0 nm
Layer |C_F|: 6.00 uF/cm2
Layer effective relative permittivity: -67.8
psi=0.1 V: C_S=1.788 uF/cm2, gain=1.424
psi=0.3 V: C_S=0.953 uF/cm2, gain=1.189
psi=0.7 V: C_S=0.608 uF/cm2, gain=1.113
psi=1.0 V: C_S=0.851 uF/cm2, gain=1.165
Working surface potential: 0.700 V
Working charge: 0.8194 uC/cm2
Working C_S: 0.6077 uF/cm2; C_S/|C_F|: 0.1013
Layer voltage: -0.1366 V
Gate voltage from flat band: 0.5634 V
Gain, formula: 1.1127; from energy minima: 1.1127
Gate step: 50.0 mV
psi step, linear: 55.63 mV
psi step, nonlinear C_S: 55.51 mV
psi per decade of surface electrons: 59.53 mV
Gate voltage per decade: 53.50 mV
Stability limit: psi=1.0759 V, gate=0.8797 V
Energy barrier top at working gate bias: psi=1.1681 V
Barrier, Boltzmann model: 0.5073 uJ/cm2
Oxide interlayer: 0.80 nm, C_ox=4.316 uF/cm2
Interlayer relative permittivity: 3.9
Gain with interlayer: 0.9620
Interlayer thickness where gain is one: 0.576 nm
Layer background relative permittivity: 25.0
Minimum sqrt(g/|a|) against domains: 1.524 nm
Most dangerous domain period: 16.61 nm
Conduction-band density of states, rough: 2.8e+19 cm^-3
Stability-limit psi with degeneracy: 1.0903 V
Inversion-charge offset, rough: 1.0 nm
Capacitance ceiling from offset: 10.36 uF/cm2
Hot case: 358 K; band gap used: 1.12 eV
Hot gain at working psi: 1.1132
Hot stability limit: psi=1.0515 V, gate=0.8523 V
Gain if |C_F| falls by 10 percent: 1.1268
Remanent polarization, rough: 15.0 uC/cm2
Working layer polarization: 1.122 uC/cm2
Loss of layer slope |dE/dP|: 1.68 percent
Layer field: -0.1366 MV/cm
Silicon surface field: 0.7909 MV/cm
```
